# A positive anion HOMO does not void its GGA electron affinity

Add an electron to a LiH molecule and calculate the anion with the PBE functional, a generalized gradient approximation (GGA). In a Gaussian basis with reasonably diffuse functions, the anion lies 0.41 eV below the neutral molecule, so the electron appears bound. Yet its highest occupied orbital (HOMO) has an energy of +1.08 eV, above the zero at which an electron is free. One number says that the electron stays, the other that it should leave.

The belief examined here is that the second number cancels the first: a positive HOMO energy makes the GGA electron affinity meaningless. There is a good argument for it. In an unlimited basis, PBE really does release part of the electron, so the calculated anion owes its existence to the finite basis. But it does not follow that the total-energy difference is useless. That difference and the HOMO energy answer different questions.

## What the HOMO energy measures

Let $E(n)$ be the self-consistent energy of the neutral molecule plus $n$ electrons, $0\le n\le1$, with the nuclei fixed and the basis confined to the molecular region. The vertical electron affinity is

$$A=E(0)-E(1),$$

positive for a bound anion. Equations are in Hartree atomic units; energies are quoted mainly in eV.

With orbitals $\phi_i$ and occupations $f_i$, the density is $\rho=\sum_i f_i|\phi_i|^2$. The energy consists of the kinetic and nuclear-attraction terms, the Hartree repulsion and the exchange-correlation energy. Differentiating with respect to the occupation $n$ of the outer orbital $\phi$ gives an explicit term and a term from orbital relaxation:

$$\frac{dE}{dn}=\langle\phi|h|\phi\rangle+\sum_i f_i\left[\left\langle\frac{d\phi_i}{dn}\middle|h\middle|\phi_i\right\rangle+\left\langle\phi_i\middle|h\middle|\frac{d\phi_i}{dn}\right\rangle\right].$$

Here $h$ is the Kohn-Sham operator for the appropriate spin. Self-consistency means $h\phi_i=\varepsilon_i\phi_i$, so the bracket becomes $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/dn$. This vanishes because the orbitals stay normalized. What remains is

$$\frac{dE}{dn}=\varepsilon(n),\qquad A=-\int_0^1\varepsilon(n)\,dn,$$

where $\varepsilon(n)$ is the energy of the partly filled orbital. The anion's HOMO energy is $\varepsilon(1)$, the integrand at one endpoint. It gives the slope of the energy at the anion, while the affinity is the total descent from neutral to anion. A path can descend overall and still be rising at its end.

For LiH, with a chosen bond length of 3.0 bohr, PBE gives:

| $n$ | $\varepsilon(n)$ / eV |
|---|---|
| 0 | −1.599 |
| 0.0694 | −1.751 |
| 0.3300 | −1.024 |
| 0.6700 | 0.190 |
| 0.9306 | 0.917 |
| 1 | 1.076 |

The four interior points are those of Gauss-Legendre integration. Points placed symmetrically about $n=\tfrac12$ have equal weights, and the weights of the two pairs satisfy $w_1+w_2=\tfrac12$. The outer pair sums to $-1.751+0.917=-0.834$ eV, and the inner pair to $-1.024+0.190=-0.834$ eV. That the two sums coincide is an accident of this example, but it lets the weights factor out. Hence

$$A\approx-(w_1+w_2)(-0.834\ \text{eV})=0.417\ \text{eV}.$$

The total energies give, independently,

$$A=-8.045275-(-8.060495)=0.015220\ \text{hartree}=0.414\ \text{eV}.$$

The positive endpoint is already contained in this affinity. The last digits depend on the integration grid: a finer grid lowers both total energies by about 0.0003 hartree and moves individual orbital energies by up to 0.003 eV, but leaves the affinity at 0.414 eV.

## Why the orbital energy rises

The shape of $\varepsilon(n)$ follows from incomplete cancellation of self-repulsion. Consider a frozen outer orbital in a region where the other electrons have negligible density. Its own density is $n|\phi|^2$. The Hartree energy is quadratic in density and contributes $n^2J/2$, where $J$ is the Coulomb self-repulsion of $|\phi|^2$. Local exchange is proportional to $-\int\rho^{4/3}d^3r$ and contributes $-Cn^{4/3}$, with $C>0$. Differentiation gives

$$\Delta\varepsilon(n)=nJ-\tfrac43Cn^{1/3}.$$

PBE multiplies the local exchange energy density by a bounded gradient factor, so the exchange energy keeps the order $n^{4/3}$ at small $n$. The cube root wins at first and the linear term later.

This idealized model suggests the initial dip in the table, but only its sign and rough position. With the actual outer orbital, $J=6.5$ eV and $C=2.9$ eV, and the model dips by about 1.1 eV near $n=0.09$, some seven times the dip of about 0.15 eV in the table. A calculation with the neutral molecule's orbitals frozen shows the same competition: at $n=0.02$ the Hartree part of the outer orbital's energy rises by 0.130 eV, while the exchange-correlation part falls by 0.219 eV. This shows that exchange-correlation wins at small $n$, not that it follows a cube root. Part of the real outer orbital overlaps the other electrons, and where their density exceeds $n|\phi|^2$ the local exchange potential changes linearly with $n$ at first. At larger $n$ the self-consistent orbital energy climbs through zero.

The shape of the curve also spoils a tempting shortcut. If $\varepsilon(n)$ were a straight line, the affinity would be minus the average of its endpoints. Here that average gives $-(-1.599+1.076)/2=0.26$ eV, well below 0.41 eV. The dip itself is shallow, but it delays the rise, so the curve stays under the straight line through the lower half of the range: at $n=0.33$ the line gives $-0.716$ eV against the computed $-1.024$ eV, while at $n=0.67$ the two nearly coincide.

## What an unlimited basis does

The belief is right about one thing. Near the anion, removing a small charge $q$ changes the molecular energy by

$$E(1-q)-E(1)\approx-q\,\varepsilon(1),$$

which is negative when $\varepsilon(1)>0$. If the removed charge can spread over a region of size $L$, its kinetic energy falls as $1/L^2$, while its Coulomb and exchange energies fall at least as fast as $1/L$. The cost of storing it far away therefore tends to zero.

If the removed charge is spread without limit, so that storing it costs nothing, charge leaves until the slope vanishes, at $\varepsilon(n^*)=0$ on the rising branch. For LiH, with the molecular part kept in the basis used above, $n^*=0.612$, so 0.388 of an electron escapes. A different molecular basis would shift these numbers. The energy gained is

$$E(1)-E(n^*)=\int_{n^*}^1\varepsilon(n)\,dn=0.224\ \text{eV}.$$

Treating this upper section as a straight line gives the area of a triangle, $0.388\times1.076/2=0.209$ eV, which is close.

$E(n^*)$ is an upper bound to the PBE energy in an unlimited basis, not its minimum. A distant lump of charge $q$ and size $L$ has a kinetic, Hartree and exchange energy of the form $aq/L^2+(bq^2-cq^{4/3})/L$ with $a,b,c>0$ for a fixed shape. With local exchange $c$ is a constant; in PBE the reduced gradient scales as $q^{-1/3}$, so $c$ depends on $q$, but not on $L$, and stays between the local value and a bounded multiple of it. For small enough $q$ the bracket is negative, so the lump has a negative energy at a finite size, and the total can fall further. The effect is not small: a distant $s$ Gaussian lump with $q=0.388$ and an exponent near 0.005 bohr⁻² has a PBE energy of about $-0.10$ eV once correlation is included, nearly half the drop found above.

No fractional number of electrons is needed in the whole system. Keep five electrons in one determinant, but let the outer orbital be

$$\psi=\sqrt{n^*}\,\phi+\sqrt{1-n^*}\,\chi,$$

where $\chi$ is a very wide Gaussian $p$ function perpendicular to the bond. The functions are orthogonal by symmetry, so $\psi$ is normalized. Its density is

$$|\psi|^2=n^*|\phi|^2+(1-n^*)|\chi|^2+2\sqrt{n^*(1-n^*)}\,\phi\chi$$

for real functions. As $\chi$ widens, its amplitude near the molecule tends to zero, and the last term disappears with it. The molecule then holds $n^*$ extra electrons, and the rest is far away.

With a Gaussian exponent of $10^{-6}\ \text{bohr}^{-2}$, this determinant lies 0.220 eV below the compact PBE anion and 0.004 eV above $E(n^*)$. Since it is an allowed trial state, its energy is an upper bound to the lowest PBE energy in any basis containing its orbitals. The compact anion is therefore not the PBE ground state once such functions are available.

In this basis plus an infinitely wide function, the affinity after charge loss becomes $0.414+0.224=0.638$ eV; this is not a complete-basis value. Basis extension has not refined the original answer: it has replaced a molecule holding a whole extra electron by one holding about 0.6 of it.

## Why the Hartree-Fock density is different

In Hartree-Fock theory, exchange cancels the outer electron's self-repulsion. With the other four electrons frozen, the energy is

$$E=E_{\text{core}}+\langle\psi|f|\psi\rangle,$$

where $f$ contains the kinetic energy, the nuclear attraction, and the Coulomb and exchange terms of those four electrons. It does not depend on $\psi$. Insert $\psi=\sqrt{1-q}\,\phi+\sqrt q\,\chi$, where $\phi$ is now the Hartree-Fock HOMO. The cross terms vanish by symmetry, so

$$\begin{aligned}
\Delta E&=(1-q)\langle\phi|f|\phi\rangle+q\langle\chi|f|\chi\rangle-\langle\phi|f|\phi\rangle\\
&=q\left[\langle\chi|f|\chi\rangle-\varepsilon_{\text{HF}}\right].
\end{aligned}$$

For a very wide $\chi$ outside a neutral core, $\langle\chi|f|\chi\rangle\to0$, and the cost tends to $-q\,\varepsilon_{\text{HF}}$. In LiH, $\varepsilon_{\text{HF}}=-0.276$ eV. The leakage that PBE favours therefore costs $0.388\times0.276=0.107$ eV in Hartree-Fock, in agreement with direct evaluation of the determinant. Letting the four frozen electrons relax can only lower this cost. Because the anion energy is stationary in their orbitals, relaxation enters at second order in $q$, so the initial slope $-\varepsilon_{\text{HF}}$ stays positive. Removing the whole electron with full relaxation still costs 0.232 eV, the Hartree-Fock affinity in this basis.

This suggests a second way to obtain a PBE affinity: evaluate the PBE energy expression on the Hartree-Fock orbitals of both species,

$$A_{\text{HF density}}=E_{\text{PBE}}[\Phi^0_{\text{HF}}]-E_{\text{PBE}}[\Phi^-_{\text{HF}}].$$

The extra electron then stays where Hartree-Fock puts it. The kinetic energy is that of the Hartree-Fock orbitals, an approximation to the Kohn-Sham kinetic energy for the same density. The method needs a compact Hartree-Fock solution for the anion, with a negative HOMO energy, so that leaking a small charge costs energy. A positive Hartree-Fock affinity is not required: spin-restricted Hartree-Fock places H⁻ above the H atom, yet its HOMO energy is negative and its density stays compact. That solution is compact only because of the spin restriction: it is a saddle point, and the energy falls as soon as the two electrons may take different orbitals, so a negative HOMO energy alone does not make a solution stable. When the Hartree-Fock affinity is negative, however, a lower unrestricted solution can let the electron go in a very diffuse basis, so the density should be inspected.

## How good are the numbers?

None of this guarantees accuracy, which needs an outside reference. CCSD(T), a coupled-cluster method with single and double excitations and a perturbative treatment of triples, gives 0.292 eV in the same main basis. This is not an experimental value: it omits higher excitations, the remaining basis error, nuclear relaxation and vibrations. The Hartree-Fock affinity alone rises by 0.009 eV in the widest basis below, so the reference and the errors derived from it are uncertain by at least about 0.01 eV.

| Estimate of the affinity | Value / eV | Minus CCSD(T) / eV |
|---|---|---|
| PBE, self-consistent | 0.414 | 0.122 |
| PBE on HF densities | 0.389 | 0.097 |
| Minus the PBE HOMO energy | −1.076 | −1.368 |

The energy differences err by about 0.1 eV. That is modest on an absolute scale, but it is 33 to 42 percent of this small affinity. Reading the affinity from the HOMO gives the wrong sign and an error more than ten times as large. One molecule does not set a general error bar, but it is enough to refute the claim that a positive HOMO energy must make the energy difference worthless.

The basis still matters, as three choices show:

| Smallest Li $s,p$ exponent / bohr⁻² | PBE $A$ / eV | PBE on HF densities / eV | PBE HOMO / eV |
|---|---|---|---|
| 0.081 | −0.514 | −0.565 | 2.896 |
| 0.009 (main) | 0.414 | 0.389 | 1.076 |
| 0.003 | 0.460 | 0.408 | 0.696 |

The first basis, which also lacks the more diffuse of the two Li $d$ shells in the others, is too compact to hold the anion properly, and both affinities have the wrong sign. A finite basis is no cure in itself. Between the second and third, the self-consistent affinity moves by 0.046 eV and the Hartree-Fock-density value by 0.019 eV, while the PBE HOMO falls by 0.38 eV. A further extension to 0.001 bohr⁻² leaves the Hartree-Fock-density value at 0.409 eV, so it has settled about 0.02 eV above its main-basis value. The self-consistent result is only moderately steady. Its larger drift may be the beginning of charge escape, but these data do not separate that from ordinary basis improvement.

A positive HOMO energy should therefore prompt checks on the affinity. Is the basis diffuse enough to hold the anion? Does the energy difference change little under a moderate extension? Does Hartree-Fock give a compact anion with a negative HOMO energy, and does the value on its densities agree? If these checks fail, the finite-basis number may describe an electron confined by the basis. If they succeed, the affinity is a usable estimate for the compact anion, with the functional's own error still to be judged. The numerical check below produces the values used here and tests the integral relation, the energy drop, the leaking determinants and the Hartree-Fock cost. It does not test the cube-root form of the model, the scaling with $L$ or the statements about H⁻, and it does not produce the finer-grid shifts, the depth of the model dip, the energy of the distant lump or the value for the exponent 0.001 bohr⁻².

## Computed values

```
LiH bond length: 3.0 bohr
hartree in eV: 27.211386
compact basis: 36 functions, smallest Li s,p exponent 0.081 bohr^-2
  PBE affinity: -0.514 eV
  PBE anion HOMO energy: 2.896 eV
  PBE affinity on HF densities: -0.565 eV
  HF affinity: -0.871 eV
main basis: 49 functions, smallest Li s,p exponent 0.009 bohr^-2
  PBE affinity: 0.414 eV
  PBE anion HOMO energy: 1.076 eV
  PBE affinity on HF densities: 0.389 eV
  HF affinity: 0.232 eV
wide basis: 53 functions, smallest Li s,p exponent 0.003 bohr^-2
  PBE affinity: 0.460 eV
  PBE anion HOMO energy: 0.696 eV
  PBE affinity on HF densities: 0.408 eV
  HF affinity: 0.241 eV
main basis, further results:
PBE energy, neutral: -8.045275 hartree
PBE energy, anion: -8.060495 hartree
CCSD(T) affinity: 0.292 eV
PBE minus CCSD(T) affinity: 0.122 eV
PBE on HF densities minus CCSD(T): 0.097 eV
minus PBE HOMO minus CCSD(T): -1.368 eV
HF anion HOMO energy: -0.276 eV
eps at n = 0.0000: -1.599 eV
eps at n = 0.0694: -1.751 eV
eps at n = 0.3300: -1.024 eV
eps at n = 0.6700: 0.190 eV
eps at n = 0.9306: 0.917 eV
eps at n = 1.0000: 1.076 eV
frozen orbitals, n = 0.02: Hartree part changes by 0.1297 eV, xc part by -0.2189 eV
affinity from eps integral: 0.4167 eV
affinity from energy difference: 0.4142 eV
affinity from endpoint average: 0.261 eV
retained extra charge nstar: 0.612 electrons
escaped charge: 0.388 electrons
eps at nstar: 0.0001 eV
energy drop E(1)-E(nstar): 0.2238 eV
drop from eps integral: 0.2237 eV
drop from triangle estimate: 0.2087 eV
PBE affinity after charge loss: 0.638 eV
far exponent 1e-04 bohr^-2: E(leak)-E(anion) -0.1819 eV, E(leak)-E(nstar) 0.0419 eV
far exponent 1e-05 bohr^-2: E(leak)-E(anion) -0.2116 eV, E(leak)-E(nstar) 0.0122 eV
far exponent 1e-06 bohr^-2: E(leak)-E(anion) -0.2201 eV, E(leak)-E(nstar) 0.0036 eV
HF cost of same leakage, direct: 0.1070 eV
HF cost of same leakage, formula: 0.1070 eV
```
